# Anomalous skin depth from electron transit decorrelation

## Problem

A transverse electric field \(E_y(x)e^{-i\omega t}\) drives a uniform plasma filling \(x>0\). The electrons are Maxwellian with temperature \(T\) in energy units and thermal speed \(v_{\rm th}=\sqrt{T/m}\). The density is \(n\), the plasma frequency is \(\omega_{pe}=\sqrt{ne^2/(\varepsilon_0m)}\), and the collision frequency \(\nu\) is constant. The ions are immobile, the response is linear, the wall reflects electrons specularly, and there is no static magnetic field.

1. Estimate the penetration depth when an electron crosses the field layer in much less than a field period and a collision time. How does it scale with frequency, density and temperature?
2. When does the estimate hold, and what replaces it when the electrons are slow?
3. Find the numerical prefactor from the kinetic response.
4. Apply the results to two plasmas with \(T=5\) eV and \(\nu=6\times10^6\ {\rm s^{-1}}\). Case A has \(n=10^{18}\ {\rm m^{-3}}\) and a drive at 1 MHz; case B has \(n=10^{17}\ {\rm m^{-3}}\) and 13.56 MHz.

## Solution

### The current remembers the field along the orbit

Let \(f_0\) be the Maxwellian and \(f_1\) its small perturbation. Following an unperturbed electron orbit, with charge \(-e\), the linearized kinetic equation is

\[
\frac{df_1}{dt}+\nu f_1=\frac{e}{m}(\mathbf E+\mathbf v\times\mathbf B)\cdot\frac{\partial f_0}{\partial\mathbf v}.
\]

Since \(\partial f_0/\partial\mathbf v=-\mathbf v f_0/v_{\rm th}^2\) and \(\mathbf v\cdot(\mathbf v\times\mathbf B)=0\), the magnetic force drops out. The right side is \(-eE_yv_yf_0/(mv_{\rm th}^2)\). Integrating over the past, with \(s\) the time before the present, gives

\[
f_1=-\frac{e v_y f_0}{m v_{\rm th}^2}\int_0^\infty e^{-\nu s}E_y(x-v_xs,\,t-s)\,ds .
\]

The current density is \(J_y=-e\int v_yf_1\,d^3v\). The two minus signs cancel, and \(\langle v_y^2\rangle=v_{\rm th}^2\) removes the thermal speed from the prefactor. The factor \(e^{-i\omega(t-s)}\) contributes \(e^{i\omega s}\) to the amplitude, so

\[
J_y(x)=\varepsilon_0\omega_{pe}^2\int_0^\infty e^{(i\omega-\nu)s}\,\langle E_y(x-v_xs)\rangle\,ds ,
\]

where the average is over \(v_x\). If an electron samples a coherent field for a time \(\tau\), the conductivity is therefore \(\sigma=\varepsilon_0\omega_{pe}^2\tau\). Collisions can limit this time, and so can the oscillation of the field. Here the limit is set by motion through the field's spatial variation.

### Thermal motion sets the memory time

Consider a spatial component \(e^{ikx}\) with \(k>0\), far from any wall. An electron now at \(x\) saw the phase \(e^{ik(x-v_xs)}\) a time \(s\) ago. To average the extra factor, complete the square in the Gaussian:

\[
-\frac{v_x^2}{2v_{\rm th}^2}-ikv_xs
=-\frac{(v_x+iksv_{\rm th}^2)^2}{2v_{\rm th}^2}-\frac{k^2v_{\rm th}^2s^2}{2}.
\]

The shifted Gaussian has the same integral as the original, so \(\langle e^{-ikv_xs}\rangle=e^{-k^2v_{\rm th}^2s^2/2}\). The memory time is

\[
\tau(k)=\int_0^\infty \exp\!\left[(i\omega-\nu)s-\tfrac12k^2v_{\rm th}^2s^2\right]ds .
\]

Electrons with different \(v_x\) have passed through different phases of the field, and their contributions cancel once \(s\) exceeds about \(1/(kv_{\rm th})\). This is transit decorrelation. It requires no collisions.

If \(\omega\) and \(\nu\) are both small compared with \(kv_{\rm th}\), the first exponent stays small until the Gaussian has decayed. Using \(\int_0^\infty e^{-as^2}ds=\tfrac12\sqrt{\pi/a}\) with \(a=k^2v_{\rm th}^2/2\),

\[
\tau(k)\simeq\sqrt{\frac{\pi}{2}}\,\frac{1}{kv_{\rm th}} .
\]

For a layer of thickness \(\delta\), the typical wavenumber is \(k\sim1/\delta\). Apart from a factor near one, the memory time is the transit time \(\delta/v_{\rm th}\).

### Closing the estimate

Faraday's law gives \(E_y'=i\omega B_z\), with a prime for \(d/dx\). Ampère's law without displacement current gives \(-B_z'=\mu_0J_y\). Together,

\[
E_y''=i\omega B_z'=-i\omega\mu_0J_y .
\]

Estimate the magnitude of the left side as \(E_y/\delta^2\), and put \(J_y=\sigma E_y\) on the right. Since \(\mu_0\varepsilon_0=1/c^2\),

\[
\frac1{\delta^2}\sim\mu_0\omega\,\varepsilon_0\omega_{pe}^2\tau=\frac{\omega\,\omega_{pe}^2}{c^2}\,\tau .
\]

The conductivity itself depends on the unknown depth. Inserting \(\tau\sim\delta/v_{\rm th}\) and multiplying by \(\delta^2c^2v_{\rm th}/(\omega\omega_{pe}^2)\) gives an equation for \(\delta^3\), whose root defines the anomalous depth:

\[
\boxed{\;\delta\sim\delta_a\equiv\left(\frac{v_{\rm th}c^2}{\omega\,\omega_{pe}^2}\right)^{1/3}\;}
\]

Because \(\omega_{pe}^2\propto n\) and \(v_{\rm th}\propto T^{1/2}\), the depth varies as \(\omega^{-1/3}n^{-1/3}T^{1/6}\). Hotter electrons leave the layer sooner and screen less well. If the crossing length were fixed, \(\delta\propto\tau^{-1/2}\propto v_{\rm th}^{1/2}\) would give a temperature exponent of \(1/4\). A deeper layer also takes longer to cross, which offsets part of the loss and lowers the exponent to \(1/6\).

The choice of thermal speed affects the estimate only through a cube root. Using the mean speed \(\sqrt{8/\pi}\,v_{\rm th}\) would raise it by \((8/\pi)^{1/6}\approx1.17\).

### When the estimate holds

The derivation needs \(\omega\delta_a/v_{\rm th}\ll1\) and \(\nu\delta_a/v_{\rm th}\ll1\). Put the first ratio under the cube root:

\[
\frac{\omega\delta_a}{v_{\rm th}}
=\left(\frac{\omega^3}{v_{\rm th}^3}\frac{v_{\rm th}c^2}{\omega\omega_{pe}^2}\right)^{1/3}
=\left(\frac{\omega c}{v_{\rm th}\omega_{pe}}\right)^{2/3}.
\]

Fast transit thus means \(\omega\ll v_{\rm th}\omega_{pe}/c\). The same operation on the depth gives

\[
\frac{\delta_a}{c/\omega_{pe}}=\left(\frac{v_{\rm th}\omega_{pe}}{\omega c}\right)^{1/3}.
\]

In the anomalous regime the layer is therefore thicker than \(c/\omega_{pe}\). The second condition says that the layer must be much thinner than the mean free path \(v_{\rm th}/\nu\).

In the opposite limit, \(kv_{\rm th}\ll|\nu-i\omega|\), the Gaussian in \(\tau\) can be replaced by one. The memory time becomes \(1/(\nu-i\omega)\), independent of \(k\), and the response is local:

\[
E_y''=-\frac{i\omega\,\omega_{pe}^2}{c^2(\nu-i\omega)}E_y
=\frac{\omega_{pe}^2}{c^2}\,\frac{1}{1+i\nu/\omega}\,E_y .
\]

The second form follows on multiplying numerator and denominator by \(i\) and dividing both by \(\omega\). The decaying solution is \(e^{-x/\lambda_{\rm loc}}\), with

\[
\lambda_{\rm loc}=\frac{c}{\omega_{pe}}\sqrt{1+\frac{i\nu}{\omega}} .
\]

For \(\nu\ll\omega\), this depth varies as \(n^{-1/2}\) and depends on neither frequency nor temperature. Those exponents distinguish the two regimes.

### Why not average the residence time?

It is tempting to replace \(\delta/v_{\rm th}\) by the Maxwellian average of \(\delta/|v_x|\), but this average diverges. In a prescribed field \(e^{-x/\delta}\), an electron now at the wall saw \(e^{-|v_x|s/\delta}\) a time \(s\) ago. With a cutoff rate \(\gamma\), its mean memory is

\[
\left\langle\int_0^\infty e^{-\gamma s-|v_x|s/\delta}ds\right\rangle
=\left\langle\frac{1}{\gamma+|v_x|/\delta}\right\rangle .
\]

At small speed, the probability density of \(|v_x|\) is \(2/(\sqrt{2\pi}\,v_{\rm th})\). For \(\gamma\ll v_{\rm th}/\delta\), slow electrons hence contribute a term \(\sqrt{2/\pi}\,(\delta/v_{\rm th})\ln[v_{\rm th}/(\gamma\delta)]\). Lowering the cutoff tenfold adds \(\sqrt{2/\pi}\ln10=1.837\) transit times, in agreement with the direct average.

The difficulty comes from prescribing the profile. An exponential contains components with \(k\to0\), for which the transit-limited \(\tau(k)\) grows as \(1/k\). The self-consistent field suppresses these components, as the next calculation shows.

### The prefactor

Specular reflection reverses \(v_x\) and leaves \(v_y\) unchanged. A reflected orbit is then equivalent to a straight orbit through an unbounded plasma in which \(E_y(-x)=E_y(x)\). This even extension has a slope jump of \(2E_y'(0)\) at the wall, where \(E_y'(0)\) is taken on the plasma side. On the whole line the field equation is

\[
E_y''+i\omega\mu_0J_y=2E_y'(0)\,\delta_{\rm D}(x),
\]

where \(\delta_{\rm D}\) is the Dirac delta function. With \(E_k=\int E_y e^{-ikx}dx\), the second derivative becomes \(-k^2E_k\), and

\[
E_k=\frac{-2E_y'(0)}{k^2-i\omega\omega_{pe}^2\tau(|k|)/c^2}.
\]

Define the complex penetration length \(\lambda=-E_y(0)/E_y'(0)\). The inverse transform at \(x=0\) is \(\int E_k\,dk/(2\pi)\), and the integrand is even, so

\[
\lambda=\frac2\pi\int_0^\infty\frac{dk}{k^2-i\omega\omega_{pe}^2\tau(k)/c^2}.
\]

This length also measures magnetic penetration. From \(B_z=E_y'/(i\omega)\), one finds \(\int_0^\infty B_z\,dx=-E_y(0)/(i\omega)\); division by \(B_z(0)\) gives \(\lambda\).

For fast transit, insert \(\tau=\sqrt{\pi/2}/(kv_{\rm th})\) and define

\[
K^3=\sqrt{\frac\pi2}\,\frac{\omega\omega_{pe}^2}{c^2v_{\rm th}}
=\sqrt{\frac\pi2}\,\frac1{\delta_a^3}.
\]

The denominator is \(k^2-iK^3/k\). Multiplying numerator and denominator by \(k\) and setting \(k=Ku\),

\[
\lambda=\frac{2}{\pi K}\int_0^\infty\frac{u\,du}{u^3-i}.
\]

Now \(E_k\propto k/(k^3-iK^3)\) vanishes linearly at small \(k\). The product \(E_k\tau(k)\) remains finite, which removes the logarithm found above.

To evaluate the integral, rotate the path to \(u=e^{-i\pi/6}r\). The poles have arguments \(\pi/6\), \(5\pi/6\) and \(-\pi/2\), so none lies in the sector crossed, and the distant arc contributes nothing. On the new path \(u^3-i=-i(r^3+1)\) and \(u\,du=e^{-i\pi/3}r\,dr\). Since \(1/(-i)=e^{i\pi/2}\), the total phase is \(e^{i\pi/6}\). The remaining real integral follows from

\[
\frac{r}{1+r^3}=\frac13\left[-\frac1{1+r}+\frac{r+1}{r^2-r+1}\right],
\qquad r+1=\tfrac12(2r-1)+\tfrac32 .
\]

The logarithmic terms combine to \(-\ln(1+r)+\tfrac12\ln(r^2-r+1)\), which vanishes at both limits. What remains is

\[
\int_0^\infty\frac{r\,dr}{1+r^3}
=\frac12\int_0^\infty\frac{dr}{(r-\frac12)^2+\frac34}
=\frac1{\sqrt3}\left(\frac\pi2+\frac\pi6\right)=\frac{2\pi}{3\sqrt3}.
\]

Therefore

\[
\lambda=\frac{4e^{i\pi/6}}{3\sqrt3\,K}
=\frac{4}{3\sqrt3}\left(\frac2\pi\right)^{1/6}e^{i\pi/6}\,\delta_a,
\qquad |\lambda|=0.714\,\delta_a .
\]

The estimate has the right scaling and exceeds this kinetic modulus by a factor of 1.4. The full integral, evaluated deep in the fast-transit regime with \(\nu=0\), reproduces the factor, the phase of \(30^\circ\) and the three exponents.

The phase describes absorption. The time-averaged energy flux into the plasma is \(\tfrac12{\rm Re}(E_yB_z^*)/\mu_0\) at the wall. Since \(E_y(0)=-\lambda E_y'(0)=-i\omega\lambda B_z(0)\), it equals

\[
S=\frac{\omega|B_z(0)|^2}{2\mu_0}\,{\rm Im}\,\lambda .
\]

In the fast-transit limit \({\rm Im}\,\lambda=|\lambda|/2\), even at \(\nu=0\). At \(\nu=0\), an electron that enters and leaves the layer receives a net kick proportional to \(E_k/|v_x|\) at \(k=\omega/|v_x|\). Since \(|E_k|\) peaks near \(k=K\), the power goes mainly to slow electrons with \(|v_x|\sim\omega/K\ll v_{\rm th}\), which move through the layer in a time comparable with \(1/\omega\). Much faster electrons gain little, because \(E_k\) is small at small \(k\). In the local model at \(\nu=0\), by contrast, \(\lambda\) is real and the mean absorption vanishes.

### Case A: fast transit

The data give \(v_{\rm th}=9.378\times10^5\) m/s, \(\omega=6.283\times10^6\) rad/s and \(c/\omega_{pe}=5.314\) mm. Hence

\[
\delta_a^3=\frac{v_{\rm th}}{\omega}\left(\frac{c}{\omega_{pe}}\right)^2
=(0.1493\ {\rm m})(5.314\times10^{-3}\ {\rm m})^2
=4.22\times10^{-6}\ {\rm m^3},
\]

so \(\delta_a=16.15\) mm, or 1.615 cm. The transit time is 17.2 ns. The validity ratios are \(\omega\delta_a/v_{\rm th}=0.108\) and \(\nu\delta_a/v_{\rm th}=0.103\): small, but not negligible. The neglected displacement term is smaller than \(1/\delta_a^2\) by a factor \((\omega\delta_a/c)^2=1.1\times10^{-7}\).

At \(k=1/\delta_a\), the fast-transit formula gives a memory time of 21.6 ns, while the full \(|\tau|\) is 19.9 ns. The full kinetic integral gives \(|\lambda|=12.4\) mm, or \(0.768\,\delta_a\), about 8% above the limiting value \(0.714\,\delta_a\). A separate solution of the orbit equation in real space, including reflected electrons, gives the same 12.4 mm. The local formula would give 6.2 mm, half the kinetic value.

These lengths do not describe a single exponential. The field magnitude falls to \(1/e\) of its wall value at 12.8 mm, whereas an exponential with the same complex \(\lambda\) would reach that level at about 14 mm. A quoted skin depth should therefore state which measure is meant.

The conditions also bracket the useful frequencies at this density and temperature. The upper boundary, \(\omega=v_{\rm th}\omega_{pe}/c\), lies near 28 MHz. At low frequency, \(\delta_a\) reaches the mean free path of 156 mm when it has grown by a factor 9.7. Because \(\delta_a\propto\omega^{-1/3}\), this needs a frequency about 900 times lower, near 1 kHz. The scaling applies well inside these boundaries, provided the plasma remains much thicker than the layer. The approach to it is gradual: the kinetic frequency exponent lies between −0.36 and −0.30 from 0.1 to 3 MHz, but is already −0.40 at 10 kHz and −0.23 at 10 MHz. In a small chamber, electrons may also return from the far wall with memory of an earlier visit; the half-space calculation leaves this out.

Linear response also requires a weak drive. The gyroradius of an electron in the wave's own magnetic field must be much larger than the layer, so that its orbit stays nearly straight there. In case A this means \(B_z\) well below \(mv_{\rm th}/(e\delta_a)=0.33\) mT, or a wall electric field well below about 26 V/m. This condition is necessary but not sufficient. Grazing electrons with small \(|v_x|\) stay in the layer over a path \(l=v_{\rm th}/|\nu-i\omega|\approx108\) mm, and their orbits must bend by less than \(\delta_a\) over that path. Up to a numerical factor, this requires a gyroradius much larger than \(l^2/\delta_a\), which lowers the field scale by \((\delta_a/l)^2=0.022\), to roughly 7 μT or 0.6 V/m. Electron orbits followed in the linear field profile already change the complex response \(\int E_y^*J_y\,dx\) by about 15% at \(B_z=0.033\) mT. Low-frequency inductive discharges can exceed this limit, and the results here then no longer apply directly.

### Case B: a close number in the wrong regime

Here \(\delta_a=14.6\) mm and the kinetic result is \(|\lambda|=16.6\) mm. The estimate is only 12% below the kinetic modulus, yet \(\omega\delta_a/v_{\rm th}=1.33\), so its assumption fails. The agreement arises because \(\delta_a\) and \(c/\omega_{pe}\) coincide at the regime boundary, and case B lies near it. The exponents reveal the difference.

| Quantity | Case A | Case B | Fast-transit limit |
|---|---:|---:|---:|
| \(\delta_a\) (mm) | 16.15 | 14.59 | — |
| \(c/\omega_{pe}\) (mm) | 5.31 | 16.8 | — |
| \(\omega\delta_a/v_{\rm th}\) | 0.108 | 1.33 | \(\to0\) |
| \(\lvert\lambda\rvert\) (mm) | 12.4 | 16.6 | — |
| \(\lvert\lambda\rvert/\delta_a\) | 0.768 | 1.14 | 0.714 |
| exponent of \(\omega\) | −0.330 | −0.048 | −1/3 |
| exponent of \(n\) | −0.358 | −0.483 | −1/3 |
| exponent of \(T\) | 0.142 | 0.017 | 1/6 |

The exponents are local logarithmic slopes of \(|\lambda|\), taken at fixed \(\nu\) with the other two variables held constant. In a real discharge \(\nu\) may change with density and temperature, which would alter the observed slopes.

The slopes are linked. Measuring \(k\) in units of \(\omega_{pe}/c\) in the kinetic integral shows that

\[
|\lambda|=\frac{c}{\omega_{pe}}\,F(a,b),\qquad
a=\frac{v_{\rm th}\omega_{pe}}{c\omega},\quad b=\frac{\nu}{\omega}.
\]

Let \(p\) and \(q\) be the logarithmic slopes of \(F\) in \(a\) and \(b\). Since \(a\propto n^{1/2}T^{1/2}\omega^{-1}\) and \(b\propto\omega^{-1}\), the exponents of \(n\), \(T\) and \(\omega\) are

\[
-\tfrac12+\tfrac p2,\qquad \tfrac p2,\qquad -(p+q).
\]

The density exponent must therefore lie \(1/2\) below the temperature exponent, as it does in both cases. In case A, the temperature slope before rounding gives \(p=0.285\), below the limiting value \(1/3\). The frequency slope then gives \(q=0.330-0.285=0.045\). Its closeness to \(-1/3\) is thus partly due to collisions: raising \(\omega\) at fixed \(\nu\) also lowers \(\nu/\omega\). In case B, \(p=0.034\), and the density and temperature slopes are close to the local values \(-1/2\) and 0.

A single depth near \(\delta_a\) consequently does not identify the anomalous regime. The transit ratio and the response to changed density are needed as well. The frequency exponent alone can mislead: at fixed \(\nu\), the local formula also gives \(-1/3\) when \(\nu=\sqrt2\,\omega\). The remaining values are in the numerical output.

## Calculated quantities

```
Worked example
electron density: 1e+18 m^-3
electron temperature: 5 eV
drive frequency: 1 MHz
collision frequency: 6e+06 s^-1
angular frequency omega: 6.283e+06 rad/s
thermal speed v_th: 9.378e+05 m/s
plasma frequency omega_pe: 5.641e+10 rad/s
collisionless local depth c/omega_pe: 5.314 mm
estimate delta_a: 16.15 mm
estimate delta_a: 1.615 cm
transit time delta_a/v_th: 17.23 ns
omega delta_a/v_th: 0.1082
nu delta_a/v_th: 0.1034
mean free path v_th/nu: 156.3 mm
displacement ratio (omega delta_a/c)^2: 1.146e-07
fast-transit memory time at k=1/delta_a: 21.59 ns
full |tau| at k=1/delta_a: 19.88 ns
local depth with collisions, modulus: 6.249 mm
kinetic |lambda|: 12.41 mm
kinetic Re lambda: 10.87 mm
kinetic Im lambda: 5.972 mm
real-space solution |lambda|: 12.41 mm
kinetic |lambda|/delta_a: 0.768
1/e depth of |E|: 12.8 mm
1/e depth if exponential with same lambda: 14.15 mm
exponents in omega, density, temperature: -0.330 -0.358 0.142
Fast-transit limit, no collisions
computed |lambda|/delta_a: 0.714
closed-form |lambda|/delta_a: 0.714
computed phase of lambda: 30 degrees
exponents in omega, density, temperature: -0.3333 -0.3333 0.1667
residence-time growth per decade of cutoff, in delta/v_th: 1.837
Contrast case, same temperature and collision frequency
electron density: 1e+17 m^-3
drive frequency: 13.56 MHz
estimate delta_a: 14.59 mm
omega delta_a/v_th: 1.326
c/omega_pe: 16.8 mm
kinetic |lambda|: 16.57 mm
exponents in omega, density, temperature: -0.048 -0.483 0.017
```
